Generalized smearing entropy and the zero-width energy from (E + F)/2

**1. Definitions and conventions**

Atomic units are used in the algebra; numbers are in eV and angstrom. A spin orbital i has energy ε_i and occupation f_i, and the electron number N = Σ f_i is held fixed. The smearing width σ is an energy, μ is the Fermi level, and

x = (ε − μ)/σ.

A smearing scheme is fixed by a broadening function δ(t). Here δ(t) has finite width; it is not the Dirac distribution. It is assumed to be smooth, even, normalized to one, and to decay faster than any power of t. Its moments are

m_n = ∫ tⁿ δ(t) dt,  m_0 = 1,  m_1 = m_3 = 0.

Integrals without limits run from −∞ to ∞. The occupation is

f(x) = ∫_x^∞ δ(t) dt,  f′(x) = −δ(x).

It tends to 1 far below the Fermi level and to 0 far above it. Three schemes will be followed:

Fermi-Dirac: δ(t) = eᵗ/(1 + eᵗ)²,  f = 1/(1 + eˣ)

Gaussian: δ(t) = exp(−t²)/√π,  f = ½ erfc(x)

First-order Methfessel-Paxton: δ(t) = (3/2 − t²) exp(−t²)/√π.

For Fermi-Dirac smearing σ can be read as k_B T. For the others it is a numerical parameter.

Let P be the one-particle density matrix, with eigenvalues f_i, and let E[P] be the energy functional, for example that of a Kohn-Sham or Hartree calculation. Its derivative is the effective Hamiltonian h, with eigenvalues ε_i:

dE = Tr(h dP).

The free energy is F = E − σS, where S = Σ s(x_i) is a dimensionless entropy still to be found. E0 denotes the energy of the same functional at zero width and the same N. It is the target of the extrapolation, not the true energy of the material.

**2. The entropy that makes F stationary**

Self-consistency at width σ means P = f(X) with X = (h − μ)/σ. We ask for which s this P makes F stationary at fixed N.

Take trial matrices P = f(X) with X Hermitian, and S = Tr s(X). A change dX alters both orbitals and occupations. The Lagrange multiplier μ takes care of fixed N:

d(F − μN) = Tr[(h − μ) df(X)] − σ Tr[s′(X) dX].

At the self-consistent point h − μ = σX, so the first trace is σ Tr[X df(X)]. For a power f = Xⁿ, df is the sum of the n terms Xᵃ dX Xⁿ⁻¹⁻ᵃ. Multiplied by X under the trace, each gives Tr(Xⁿ dX), by cyclic permutation. The sum is Tr[X f′(X) dX], and by linearity and approximation with polynomials this holds for smooth f. Thus

d(F − μN) = σ Tr{[X f′(X) − s′(X)] dX}.

This vanishes for every dX, whatever the spectrum, if

s′(x) = x f′(x) = −x δ(x).

An empty level far above μ should carry no entropy, so s(∞) = 0, and integration gives

s(x) = ∫_x^∞ t δ(t) dt.

At the other end s(−∞) = m_1 = 0, so a full level carries no entropy either. Since tδ(t) is odd, its integral from −x to x vanishes, and s(−x) = s(x).

Where f(x) is monotonic, s can be written as a function of f, and the condition becomes

ds/df = s′(x)/f′(x) = x,  or  σ ds/df = ε − μ.

The energy cost of adding charge to a level is balanced by the entropy gained.

For Fermi-Dirac smearing x = ln[(1 − f)/f]. Integrating from f = 0 gives

s = −f ln f − (1 − f) ln(1 − f),

because the derivative of the right side is −ln f − 1 + ln(1 − f) + 1 = x. For Gaussian smearing the integral is elementary:

s = exp(−x²)/(2√π).

For Methfessel-Paxton smearing we need ∫_x^∞ t exp(−t²) dt = ½ exp(−x²) and ∫_x^∞ t³ exp(−t²) dt = ½(x² + 1) exp(−x²). Hence

s = [3/4 − ½(x² + 1)] exp(−x²)/√π = (1/4 − x²/2) exp(−x²)/√π.

The entropy belongs to the occupation function. In a five-orbital Hartree model with Gaussian occupations and σ = 1.5 eV, replacing the Gaussian entropy by the Fermi-Dirac one left a slope of F of 0.64 eV along one of the six normalized directions tried. With the matching entropy the slopes vanished within the numerical tolerance.

**3. Stationary point or minimum**

Differentiating ds/df = x once more gives

d²s/df² = dx/df = −1/δ(x).

If δ > 0 everywhere, s(f) is concave, and so is Tr s(P) as a function of P. If E[P] is also convex, then F is convex on the density matrices of fixed trace, and its stationary point is a minimum. Independent electrons and a repulsive Hartree term satisfy this condition. A general exchange-correlation functional need not, and then the result of Section 2 guarantees stationarity but not a minimum.

Methfessel-Paxton smearing has δ < 0 for x² > 3/2. Consider one level at fixed ε − μ = σx₀, and let x be a trial parameter for its occupation. Its contribution to F − μN is

g(x) = σ[x₀ f(x) − s(x)],

g′(x) = σ(x₀ − x) f′(x) = σ(x − x₀) δ(x),

g″(x₀) = σ δ(x₀).

The point x = x₀ is stationary, but it is a maximum when δ(x₀) < 0. A direct minimization over such trial parameters can therefore move away from the intended occupations.

**4. Smearing as a convolution**

For independent electrons, with fixed levels, define Ω = E − σS − μN. Each level contributes σw(x), where w = x f − s. Using s′ = x f′,

w′ = f + x f′ − x f′ = f.

Since w(∞) = 0,

w(x) = −∫_x^∞ f(u) du = −∫_x^∞ (t − x) δ(t) dt.

The second form follows by inserting the definition of f and exchanging the order of integration: a given t is counted for all u between x and t. Now σ(t − x) = μ + σt − ε. With (y)₊ meaning y for y > 0 and zero otherwise,

σw = −∫ δ(t) (μ + σt − ε)₊ dt.

At zero width a level contributes −(μ − ε)₊. Summing over levels,

Ω(μ,σ) = ∫ δ(t) Ω0(μ + σt) dt.

Smearing the occupations, with the entropy included, averages the zero-width grand potential over a window of Fermi levels.

**5. Expansion at fixed electron number**

Let D(ε) be the density of states, both spins included, and N0(μ) the number of states below μ. Then

Ω0′ = −N0,  Ω0″ = −D,  Ω0⁗ = −D″.

Let μ0 be the zero-width Fermi level, N0(μ0) = N. Assume that D is smooth near μ0 and positive there. The Taylor expansion under the integral has no odd terms because δ is even, and the tails contribute less than any power of σ:

Ω(μ,σ) = Ω0(μ) − ½ m2 σ² D(μ) − (m4/24) σ⁴ D″(μ) + O(σ⁶).

At fixed N the free energy is F = Ω + μN, evaluated where ∂Ω/∂μ = −N. Put μ = μ0 + η. From here on D, D′ and D″ are taken at μ0. Since Ω0(μ0) + μ0N = E0 and the linear term in η cancels,

F = E0 − ½ Dη² − ½ m2 σ² (D + D′η) − (m4/24) σ⁴ D″ + O(σ⁶).

Here η is of order σ². Setting the derivative with respect to η to zero gives, to leading order,

−Dη − ½ m2 σ² D′ = 0,  η = −m2 σ² D′/(2D).

The two terms containing η become

−½ Dη² = −m2² σ⁴ D′²/(8D),

−½ m2 σ² D′η = +m2² σ⁴ D′²/(4D).

Their sum is +m2² σ⁴ D′²/(8D). Therefore

F = E0 − ½ m2 D σ² + c4 σ⁴ + O(σ⁶),

c4 = m2² D′²/(8D) − m4 D″/24.

**6. Why the average works**

Because F is stationary with respect to P at fixed N, the implicit change of P with σ does not contribute to dF/dσ. What remains is the explicit factor in −σS:

dF/dσ = −S.

It follows that E = F + σS = F − σ dF/dσ. From the expansion of F,

σ dF/dσ = −m2 D σ² + 4 c4 σ⁴ + O(σ⁶),

E = E0 + ½ m2 D σ² − 3 c4 σ⁴ + O(σ⁶).

The quadratic errors of E and F are equal and opposite, so

(E + F)/2 = E0 − c4 σ⁴ + O(σ⁶).

For a positive broadening function, for which m2 > 0, the physical reason is simple. A number of electrons of order Dσ is moved up by energies of order σ, so E rises by an amount of order Dσ². The entropy grows linearly in σ, so the term −σS equals minus twice that rise at leading order, and F falls by as much as E rises.

The moments decide the size of the errors. For Fermi-Dirac smearing and t > 0,

δ(t) = Σ_{n≥1} (−1)ⁿ⁺¹ n exp(−nt).

With ∫₀^∞ tᵖ exp(−nt) dt = p!/nᵖ⁺¹ and a factor 2 for negative t,

m_p = 2 p! Σ_{n≥1} (−1)ⁿ⁺¹/nᵖ  (p even, p ≥ 2).

The alternating sums are π²/12 for p = 2 and 7π⁴/720 for p = 4, so m2 = π²/3 and m4 = 7π⁴/15. For Gaussian smearing the averages of t², t⁴ and t⁶ are 1/2, 3/4 and 15/8, so m2 = 1/2 and m4 = 3/4. Both schemes have a σ² error in E and in F, and the average removes it.

The same Gaussian averages give, for Methfessel-Paxton smearing,

m2 = (3/2)(1/2) − 3/4 = 0,  m4 = (3/2)(3/4) − 15/8 = −3/4.

There is no σ² error to cancel. F has the error c4σ⁴ and the average has −c4σ⁴, so relative to F averaging reverses the sign of the leading error and does not reduce it. Relative to E, whose error is −3c4σ⁴, it reduces the error to a third. The combination in which the σ⁴ terms cancel is (E + 3F)/4.

**7. Self-consistent fields**

With interactions the levels themselves depend on σ, and Section 5 does not apply as it stands. The relation dF/dσ = −S does, since Section 2 treated a general E[P]. Let D_σ be the density of states of the self-consistent levels at width σ. Then

S = σ ∫ D_σ(μ + σx) s(x) dx.

Since s is even, the term linear in x drops out. Integration by parts gives

∫ s dx = −∫ x s′ dx = ∫ x² δ(x) dx = m2,

and hence S = m2 D_σ(μ) σ + O(σ³).

For a fixed effective Hamiltonian, an even broadening changes the density by O(σ²), by the same Taylor argument as before. Assume that the self-consistent response to this change is smooth and stable. Then h, μ and D_σ(μ) also change by O(σ²), and

S = m2 D σ + O(σ³),

with D the zero-width self-consistent density of states at the Fermi level. Integrating dF/dσ = −S from σ = 0 gives F = E0 − ½ m2 D σ² + O(σ⁴). Adding σS gives E = E0 + ½ m2 D σ² + O(σ⁴), and the cancellation survives. The formula for c4 does not carry over, because it omits the response of the levels. If the solution jumps to another branch as σ changes, for instance when a magnetic moment collapses, the assumption fails.

**8. Where the average is the wrong choice**

The weights ½ and ½ come from S being linear in σ. Suppose instead that S = Aσᵖ at small σ, with p ≥ 0. Then

F = E0 − A σᵖ⁺¹/(p + 1),

E = F + A σᵖ⁺¹ = E0 + p A σᵖ⁺¹/(p + 1).

The combination free of this error is (E + pF)/(p + 1).

For a partly filled degenerate level, p = 0. With fixed levels, n electrons share g spin orbitals equally and S tends to the constant g s(f = n/g). It is positive when δ > 0 everywhere; for Methfessel-Paxton smearing it changes sign at f ≈ 0.038 and f ≈ 0.962. The energy to use is E itself. For two electrons in six spin orbitals at σ = 0.1 eV, with Fermi-Dirac smearing,

F − E0 = −6 × 0.1 eV × [(1/3) ln 3 + (2/3) ln(3/2)] = −0.382 eV,

and the average is wrong by half of this, −0.191 eV.

For a density of states a|ε − μ0|, with the Fermi level staying at the point where it vanishes, S = aσ² ∫ |x| s(x) dx. Thus p = 2 and the right combination is (E + 2F)/3. The average keeps an error of 0.90 aσ³ for Fermi-Dirac smearing and 0.047 aσ³ for Gaussian smearing.

If μ lies inside a gap and stays a finite distance from both edges as σ → 0, as it does for Fermi-Dirac and Gaussian smearing, s decays faster than any power, and E and F both approach E0 without a power-law error. Methfessel-Paxton smearing needs care. Its f is not monotonic and passes through 1 at x ≈ −0.84, so the condition of fixed N also has solutions with μ in the gap but within a distance of order σ of an edge. For a discrete occupied level with μ placed 0.84σ above it, s ≈ −0.029 per spin orbital, and F − E0 is linear in σ. The solution deep in the gap is the one to select.

These cases matter for a finite sampling of the Brillouin zone. At fixed sampling the spectrum is a finite set of levels, and the limit σ → 0 leads to the degenerate or the gapped case, not to the metallic one. The metallic expansion needs σ large enough to blend neighbouring sampled levels, yet small compared with the energy over which D changes. The average does not remove sampling errors.

**9. Forces**

Let λ be a parameter of the Hamiltonian, such as a nuclear coordinate, in a basis that does not depend on λ. Stationarity gives

dF/dλ = ∂E/∂λ at fixed P.

The explicit derivative is thus the derivative of F. For the average, (E + F)/2 = F + ½σS, so

d[(E + F)/2]/dλ = dF/dλ + ½ σ dS/dλ.

Explicit forces and averaged energies are therefore inconsistent when S depends on λ. A relaxation driven by these forces seeks a stationary point of F, not of the average.

**10. Worked example: a free-electron gas**

Take independent electrons in three dimensions with density 0.05 Å⁻³. The Fermi wave vector is

k_F = (3π² × 0.05 Å⁻³)^(1/3) = 1.140 Å⁻¹,

and μ0 = k_F²/2 in atomic units, which is 4.949 eV. Per electron, N0 = (μ/μ0)^(3/2), so

D(ε) = (3/2) ε^(1/2)/μ0^(3/2),  D = 3/(2μ0) = 0.3031 eV⁻¹,

E0 = ∫₀^μ0 ε D(ε) dε = (3/5) μ0 = 2.96940 eV.

The derivatives at μ0 are D′ = D/(2μ0) and D″ = −D/(4μ0²). Inserted in c4 they give

c4 = (D/μ0²)(m2²/32 + m4/96).

For Fermi-Dirac smearing the bracket is 0.3382 + 0.4735 = 0.8117, and D/μ0² = 0.01237 eV⁻³, so c4 = 0.01005 eV⁻³. At σ = 0.2 eV the predictions are

½ m2 D σ² = ½ × 3.290 × 0.3031 × 0.04 eV = 0.01994 eV,

−c4 σ⁴ = −0.01005 × 0.0016 eV = −1.61 × 10⁻⁵ eV.

Direct integration over the levels gives

E = 2.98929 eV,  E − E0 = +0.01989 eV

F = 2.94947 eV,  F − E0 = −0.01993 eV

(E + F)/2 = 2.96938 eV,  error −1.62 × 10⁻⁵ eV.

The average, 0.109123 hartree per electron, is more than a thousand times closer to E0 than either E or F. Doubling σ to 0.4 eV raises its error to −2.70 × 10⁻⁴ eV, a factor of 16.6. The quartic term alone would give 16.

Gaussian smearing at σ = 0.2 eV gives errors of +3.030 × 10⁻³ eV in E, −3.031 × 10⁻³ eV in F and −3.1 × 10⁻⁷ eV in the average. Equal σ does not mean equal broadening, however. The quadratic errors match when m2σ² is the same, which requires a Gaussian σ larger by √(2π²/3) = 2.565.

Methfessel-Paxton smearing at σ = 0.2 eV gives +4.65 × 10⁻⁷ eV in E, −1.55 × 10⁻⁷ eV in F and +1.55 × 10⁻⁷ eV in the average. These are the ratios −3 : 1 : −1 expected from the c4 terms.

**11. A self-consistent check**

The second model is a metallic chain with two sites per cell and one electron per cell. The site energies are ±Δ with Δ = 1 eV, the nearest-neighbour hopping is 2 eV, and a Hartree term ½U(n_A² + n_B²) with U = 2 eV makes the levels depend on the occupations. At σ = 0.06 eV with Fermi-Dirac smearing, the errors per cell are +2.78 × 10⁻³ eV in E, −2.77 × 10⁻³ eV in F and +5.5 × 10⁻⁶ eV in the average. Between σ = 0.03 and 0.06 eV the error of the average grows as σ to the power 4.06, close to the expected 4.

Since Δ multiplies n_A − n_B in the energy, the explicit derivative with respect to Δ is n_A − n_B. At σ = 0.1 eV with Fermi-Dirac smearing it is −0.21550, equal to dF/dΔ to the digits shown. The derivative of the average is −0.21492, and the zero-width value of n_A − n_B is −0.21493. The derivative of the average is here the better estimate of the zero-width derivative, as expected when its energy error is of order σ⁴, but it is not what the explicit expression delivers.

The numerical check checks numerically the entropies, the stationarity, the expansions, and two of the exceptions: the degenerate level and the linear density of states.

Computed results

```
Fermi-Dirac: m2 = 3.289868, m4 = 45.457576, s(0) = 0.693147 (no unit)
Gaussian: m2 = 0.500000, m4 = 0.750000, s(0) = 0.282095 (no unit)
Methfessel-Paxton 1: m2 = 0.000000, m4 = -0.750000, s(0) = 0.141047 (no unit)
Gaussian occupations, largest slope of F with Fermi-Dirac entropy = 0.642 eV
gas: density = 0.05 1/angstrom^3, k_F = 1.13972 1/angstrom
gas: Fermi energy = 4.948994 eV, E0 = 2.96939648 eV per electron
gas: D at Fermi level = 0.303092 1/eV per electron
Fermi-Dirac: c4 = 1.00452e-02 eV^-3
  sigma 0.1 eV: E-E0 4.9826e-03, F-E0 -4.9847e-03, (E+F)/2-E0 -1.0072e-06 eV
  sigma 0.2 eV: E-E0 1.9894e-02, F-E0 -1.9926e-02, (E+F)/2-E0 -1.6248e-05 eV
  sigma 0.4 eV: E-E0 7.8967e-02, F-E0 -7.9507e-02, (E+F)/2-E0 -2.7020e-04 eV
  sigma 0.2 eV: mu 4.942330, E 2.989290, F 2.949470 eV
  predicted: m2*D*sigma^2/2 1.9943e-02, -c4*sigma^4 -1.6072e-05 eV
  (E+F)/2 = 2.96938024 eV = 0.10912271 hartree
Gaussian: c4 = 1.93357e-04 eV^-3
  sigma 0.1 eV: E-E0 7.5767e-04, F-E0 -7.5771e-04, (E+F)/2-E0 -1.9340e-08 eV
  sigma 0.2 eV: E-E0 3.0300e-03, F-E0 -3.0306e-03, (E+F)/2-E0 -3.0967e-07 eV
  sigma 0.4 eV: E-E0 1.2109e-02, F-E0 -1.2119e-02, (E+F)/2-E0 -4.9690e-06 eV
  sigma 0.2 eV: mu 4.947984, E 2.972426, F 2.966366 eV
  predicted: m2*D*sigma^2/2 3.0309e-03, -c4*sigma^4 -3.0937e-07 eV
  (E+F)/2 = 2.96939617 eV = 0.10912330 hartree
Methfessel-Paxton 1: c4 = -9.66786e-05 eV^-3
  sigma 0.1 eV: E-E0 2.9016e-08, F-E0 -9.6703e-09, (E+F)/2-E0 9.6728e-09 eV
  sigma 0.2 eV: E-E0 4.6485e-07, F-E0 -1.5484e-07, (E+F)/2-E0 1.5500e-07 eV
  sigma 0.4 eV: E-E0 7.4761e-06, F-E0 -2.4852e-06, (E+F)/2-E0 2.4955e-06 eV
chain: hopping 2.0, offset 1.0, U 2.0 eV; E0 = -3.70976238 eV per cell
chain: D = 0.467177 1/eV per cell, n_A-n_B = -0.214934
chain Fermi-Dirac, sigma 0.06 eV: E-E0 2.7828e-03, F-E0 -2.7719e-03 eV
  (E+F)/2-E0 5.4942e-06 eV, observed order 4.061
  sigma 0.1 eV, offset derivative (no unit): explicit -0.215501, F -0.215501, mean -0.214921
chain Gaussian, sigma 0.06 eV: E-E0 4.2070e-04, F-E0 -4.2054e-04 eV
  (E+F)/2-E0 7.9645e-08 eV, observed order 4.004
  sigma 0.1 eV, offset derivative (no unit): explicit -0.215019, F -0.215019, mean -0.214934
open shell Fermi-Dirac, sigma 0.1 eV: F-E0 -0.38191, (E+F)/2-E0 -0.19095 eV
open shell Gaussian, sigma 0.1 eV: F-E0 -0.15426, (E+F)/2-E0 -0.07713 eV
linear D Fermi-Dirac, unit a*sigma^3: E-E0 3.60617, F-E0 -1.80309, (E+F)/2-E0 0.90154
linear D Gaussian, unit a*sigma^3: E-E0 0.18806, F-E0 -0.09403, (E+F)/2-E0 0.04702
```
